# Becke, M4 and Mura-Knowles radial grids tested on Gaussian normalization

## Question

I am comparing three radial maps for molecular integration grids: Becke's, the Treutler-Ahlrichs M4 map and the Mura-Knowles logarithmic map. My test is to normalize s-type Gaussian orbitals with 50 radial points, for exponents $\zeta$ from $10^{-2}$ to $10^5$ bohr$^{-2}$.

I have two difficulties. Each map contains a length $R$, and I do not know what makes a comparison fair. I also tried to predict the ranking from the order of convergence in the step size, but my errors at large $\zeta$ do not follow that order. What does the test measure, and which map does best?

## Answer

The ranking depends on how $R$ is chosen and on the accuracy you want, so the comparison needs a definition first.

### The error and the three rules

The density of a normalized s Gaussian orbital is
$$
\rho(r)=\left(\frac{2\zeta}{\pi}\right)^{3/2}e^{-2\zeta r^2}.
$$
The exponent is $2\zeta$ because the orbital is squared. In Cartesian coordinates the integral of $e^{-2\zeta r^2}$ is a product of three one-dimensional Gaussian integrals, $(\pi/2\zeta)^{3/2}$, so the norm is 1. The density is spherical, so the angular integral is just $4\pi$. With radial points $r_i$ and weights $w_i$, the relative error is
$$
E=4\pi\left(\frac{2\zeta}{\pi}\right)^{3/2}\sum_i w_i r_i^2e^{-2\zeta r_i^2}-1 .
$$
It is relative to the exact norm; a negative $E$ means missing charge.

The maps are
$$
\begin{aligned}
\text{Becke:}\quad & r=R\,\frac{1+x}{1-x},\\
\text{M4:}\quad & r=\frac{R}{\ln2}(1+x)^{0.6}\ln\frac{2}{1-x},\\
\text{Mura-Knowles:}\quad & r=-R\ln(1-x^3).
\end{aligned}
$$
The first two use $-1<x<1$ and Gauss-Chebyshev points of the second kind. For the third I take the midpoints of $n$ equal cells on $0<x<1$.

The Chebyshev rule is an equally spaced sum in disguise. Set $x=-\cos\phi$ and $h=\pi/(n+1)$. The rule reads
$$
\int_{-1}^{1}F(x)\sqrt{1-x^2}\,dx\approx h\sum_{j=1}^n\sin^2\phi_j\,F(-\cos\phi_j),\qquad \phi_j=jh .
$$
To integrate a function $G$ without the square root, put $F=G/\sqrt{1-x^2}=G/\sin\phi$. One sine cancels:
$$
\int_{-1}^{1}G\,dx\approx h\sum_j G(-\cos\phi_j)\sin\phi_j .
$$
Since $dx=\sin\phi\,d\phi$, this is the trapezoidal rule in $\phi$, with vanishing end terms.

Now write $s=\sin(\phi/2)$ and $c=\cos(\phi/2)$. Then $1+x=2s^2$ and $1-x=2c^2$, so Becke's map is
$$
r=R\frac{s^2}{c^2},\qquad \frac{dr}{d\phi}=R\frac{s}{c^3},
$$
because the derivative of $\tan^2(\phi/2)$ is $\tan(\phi/2)/c^2$. For M4, $\ln[2/(1-x)]=-2\ln c$, whose derivative is $s/c$. The derivative of $(2s^2)^{0.6}$ is $0.6(2s^2)^{0.6}c/s$. The product rule gives
$$
\begin{aligned}
r&=\frac{R}{\ln2}(2s^2)^{0.6}(-2\ln c),\\
\frac{dr}{d\phi}&=\frac{R}{\ln2}(2s^2)^{0.6}\left[0.6\,\frac{c}{s}(-2\ln c)+\frac{s}{c}\right].
\end{aligned}
$$
For Mura-Knowles, $dr/dx=3Rx^2/(1-x^3)$ and $h=1/n$. In every case the weight is $w_i=h\,dr/dt$, where $t$ is the equally spaced variable.

### What changing $R$ does

All points and weights are proportional to $R$. Write $r_i=R\rho_i$ and $w_i=R\omega_i$:
$$
E=4\pi\left(\frac{2\zeta R^2}{\pi}\right)^{3/2}\sum_i\omega_i\rho_i^2e^{-2(\zeta R^2)\rho_i^2}-1 .
$$
The factor $R^3$ from $w_ir_i^2$ has been absorbed into the bracket. Thus $E$ depends on $\zeta$ and $R$ through $\zeta R^2$ alone. Changing $R$ slides the error curve along the $\log\zeta$ axis without changing its shape.

This suggests two fair comparisons. One may choose the best $R$ for each map over your seven decades. Or one may ask how many decades of $\zeta$ lie below a given error, a number that does not depend on $R$. I also give results for fixed scales: $R=1$ bohr for Becke and M4, and 5 bohr for Mura-Knowles.

### Why one expects high order to win

Let $g(t)=r^2(dr/dt)e^{-2\zeta r^2}$, and suppose it starts as $Ct^s$ near the nucleus (here $s$ is a power, no longer the sine). At the far end $g$ vanishes faster than any power for all three maps, so only the nuclear end gives algebraic errors.

To find them, define $M(u)=\int_0^\infty t^{u-1}g(t)\,dt$, with $g=0$ beyond its interval. Mellin inversion and a sum over $t=jh$ give
$$
\sum_{j\ge1}g(jh)=\frac{1}{2\pi i}\int M(u)\,h^{-u}Z(u)\,du,
$$
where $Z$ is the Riemann zeta function and the contour has $\mathrm{Re}\,u>1$. Move the contour to the left. The pole of $Z$ at $u=1$ contributes $M(1)/h$, which is the exact integral divided by $h$. The small-$t$ part $\int_0^1Ct^{u+s-1}dt=C/(u+s)$ gives $M$ a pole at $u=-s$, which contributes $Ch^sZ(-s)$. After multiplication by $h$,
$$
h\sum_{j\ge1}g(jh)-\int g\,dt\simeq C\,Z(-s)\,h^{s+1}.
$$
Further powers in $g$ add similar terms.

For midpoints, take the sum with step $h/2$ and subtract the sum with step $h$. The integral appears as $2/h-1/h=1/h$ times its value, and the correction becomes $C(2^{-s}-1)Z(-s)h^{s+1}$.

The starting powers follow from $r^2\,dr/dt=\tfrac13\,d(r^3)/dt$.

**Becke.** Here $r\simeq R\phi^2/4$, so $r^3\simeq R^3\phi^6/64$ and $g\simeq R^3\phi^5/32$. With $Z(-5)=-1/252$,
$$
E\simeq-4\pi\left(\frac{2\zeta}{\pi}\right)^{3/2}\frac{R^3h^6}{8064}.
$$

**M4.** Here $2\sin^2(\phi/2)\simeq\phi^2/2$ and $-2\ln\cos(\phi/2)\simeq\phi^2/4$. Hence $r\simeq2^{-2.6}R\phi^{3.2}/\ln2$, and
$$
g\simeq\frac{3.2\times2^{-7.8}}{\ln^32}R^3\phi^{8.6}.
$$
The error is of order $h^{9.6}$.

**Mura-Knowles.** Expanding the logarithm, $r=R(x^3+x^6/2+\dots)$. Therefore $r^3=R^3(x^9+\tfrac32x^{12}+\dots)$ and $g=R^3(3x^8+6x^{11}+\dots)$. The Gaussian factor first enters at $x^{14}$. Since $Z(-8)=0$, the $x^8$ term gives no error, and the leading error comes from $6x^{11}$. It is of order $h^{12}$.

These laws agree with high-precision sums at 400 points and $\zeta=100$ bohr$^{-2}$ in the numerical check.

### Why the order does not decide the matter at 50 points

For Becke with $R=1$ bohr and $\zeta=10$ bohr$^{-2}$, we have $h=\pi/51=0.0616$ and $h^6=5.46\times10^{-8}$. Also $4\pi(20/\pi)^{3/2}=202$, so
$$
E\simeq-\frac{202\times5.46\times10^{-8}}{8064}=-1.37\times10^{-9}.
$$
The quadrature gives $-1.36\times10^{-9}$.

For the other maps the endpoint term is already irrelevant at $\zeta=100$ bohr$^{-2}$. Scaling the 400-point values back to 50 points gives
$$
\begin{aligned}
\text{M4:}\quad&-8.74\times10^{-21}\left(\frac{401}{51}\right)^{9.6}\simeq-3.5\times10^{-12},\\
\text{Mura-Knowles:}\quad&-6.02\times10^{-27}\times8^{12}\simeq-4.1\times10^{-16}.
\end{aligned}
$$
The actual errors are $-1.1\times10^{-10}$ and $-2.2\times10^{-12}$. The power terms are not the whole error: they leave a remainder, the integral along the shifted contour, which I call the resolution error. At this exponent Becke's error, $-4.31\times10^{-8}$, still follows its law, $-4.32\times10^{-8}$. For the other two maps the endpoint term is so small that the remainder already exceeds it. When the Gaussian becomes so narrow that the integrand changes strongly over one step, the resolution error dominates for Becke's map as well.

Becke's map at $\zeta=10^5$ bohr$^{-2}$ shows it by hand. Near the nucleus the integrand is proportional to $\phi^5e^{-B\phi^4}$, with $B=\zeta R^2/8=12500$, since $2\zeta r^2\simeq2\zeta R^2\phi^4/16$. The first three points contribute $7.41\times10^{-7}$, $1.594\times10^{-6}$ and $1\times10^{-10}$. Their sum times $h$ is $1.44\times10^{-7}$. Substituting $v=B\phi^4$ in the exact integral gives
$$
\int_0^\infty\phi^5e^{-B\phi^4}d\phi=\frac{\Gamma(3/2)}{4B^{3/2}}=1.585\times10^{-7}.
$$
The sum is about 9% too small. The full quadrature gives $E=-9.5\times10^{-2}$, whereas the endpoint law would give only $-1.4\times10^{-3}$. Two points carry almost the whole integral.

### Results at the fixed scales

Signed relative errors at 50 points are:

| $\zeta$ (bohr$^{-2}$) | Becke | M4 | Mura-Knowles |
|---|---:|---:|---:|
| $10^{-2}$ | $1.5\times10^{-6}$ | $-2.1\times10^{-4}$ | $-9.3\times10^{-5}$ |
| $10^2$ | $-4.3\times10^{-8}$ | $-1.1\times10^{-10}$ | $-2.2\times10^{-12}$ |
| $10^4$ | $4.2\times10^{-4}$ | $1.0\times10^{-5}$ | $8.8\times10^{-5}$ |
| $10^5$ | $-9.5\times10^{-2}$ | $8.9\times10^{-3}$ | $2.0\times10^{-3}$ |

The signs change, so a small value at one exponent may be a near crossing of zero. Over 701 logarithmically spaced exponents, the largest $|E|$ is $9.5\times10^{-2}$ for Becke, $1.1\times10^{-2}$ for M4 and $6.5\times10^{-3}$ for Mura-Knowles. The medians are $5.5\times10^{-8}$, $1.3\times10^{-9}$ and $3.2\times10^{-10}$. At these scales Mura-Knowles is best by both measures.

The point positions are consistent with the order of the largest errors, which occur at the tight end. At $\zeta=10^5$ bohr$^{-2}$ the density falls to $1/e$ at $(2\zeta)^{-1/2}=2.2\times10^{-3}$ bohr. Near the nucleus the radii grow from the innermost one as follows:

- Becke: $r_j\simeq j^2\times9.5\times10^{-4}$ bohr, so one point lies inside.
- M4: $r_j\simeq j^{3.2}\times3.2\times10^{-5}$ bohr, so three points lie inside.
- Mura-Knowles: $r_j\simeq(2j-1)^3\times5.0\times10^{-6}$ bohr, so four points lie inside.

This count is only a rough guide and does not by itself rank different maps. Becke's map with $R=0.29$ bohr has two points inside the same radius, yet its largest error between $5\times10^4$ and $10^5$ bohr$^{-2}$ is $6.9\times10^{-4}$, about ten times smaller than that of Mura-Knowles with four.

At the diffuse end the situation is reversed. For $\zeta=10^{-2}$ bohr$^{-2}$ the $1/e$ radius is 7.1 bohr. Becke's last point is at 1053 bohr, but those of M4 and Mura-Knowles are at 15.2 and 17.6 bohr. For these two maps the remaining tail, out to infinity, falls within the last step or half-step. At this exponent it holds 2.6% and 0.6% of the charge. The rule recovers most of it, but the outer part of the density is sampled by only a few widely spaced points. Doubling $R$, which moves these last points to about 30 and 35 bohr, is consistent with this: the largest error for $\zeta$ between 0.01 and 0.02 bohr$^{-2}$ falls from $7.5\times10^{-4}$ to $1.5\times10^{-8}$ for M4, and from $1.8\times10^{-3}$ to $3.6\times10^{-7}$ for Mura-Knowles. The price is a fivefold to sixfold larger worst error between $5\times10^4$ and $10^5$ bohr$^{-2}$.

### Results when each map has its best scale

I scanned $R$ over a factor of $10^{1.5}$ either way from the fixed values and minimized the largest $|E|$ over the seven decades:

| Map | $R$ (bohr) | Largest $\lvert E\rvert$ |
|---|---:|---:|
| Becke | 0.29 | $1.0\times10^{-3}$ |
| M4 | 1.01 | $1.1\times10^{-2}$ |
| Mura-Knowles | 4.67 | $6.5\times10^{-3}$ |

Now Becke's map is best. It had accuracy to spare at the diffuse end and could trade it for resolution near the nucleus. The other two gain nothing over the fixed scales. Reducing their $R$ would help tight Gaussians, but their diffuse error rises steeply.

Do not read these values of $R$ as sharp optima. For Becke at $R=0.29$ bohr, the errors at the two ends of the range, $5.5\times10^{-4}$ and $6.4\times10^{-4}$, both lie below the largest error, which changes by less than 0.1% for $R$ between about 0.285 and 0.325 bohr. M4 has the same largest error at 1.00 and 1.01 bohr, and Mura-Knowles at 4.67 and 5.00 bohr. The largest error is a local maximum inside the exponent range; by the scaling law it moves with $R$ but keeps its height.

The comparison that does not involve $R$ shows how the required accuracy enters. The longest unbroken ranges of $\zeta$, in decades, are as follows. They are counted on a grid of 0.01 decade, so each may be short by up to 0.02, and differences of that size carry no meaning.

| Limit on $\lvert E\rvert$ | Becke | M4 | Mura-Knowles |
|---|---:|---:|---:|
| $10^{-3}$ | 6.97 | 6.25 | 6.26 |
| $10^{-6}$ | 4.68 | 4.50 | 4.69 |
| $10^{-9}$ | 1.85 | 3.41 | 3.62 |

Becke's 6.97 decades just miss your seven, which agrees with its best error lying slightly above $10^{-3}$. At $10^{-6}$ Becke and Mura-Knowles are practically level. At $10^{-9}$ Becke is clearly worst, and here its low order does matter. With $R=1$ bohr the endpoint law reaches $10^{-9}$ at
$$
\zeta=10\,(1/1.37)^{2/3}\simeq8\ \text{bohr}^{-2},
$$
while the diffuse side reaches it near $0.1$ bohr$^{-2}$. That leaves about 1.9 decades.

So, for 50 points and these point rules, choose Becke with a small $R$ if the aim is the smallest worst error over all seven decades. Choose Mura-Knowles if you keep the fixed scales, or if you need errors of $10^{-7}$ or smaller, which limits the range to about four decades of $\zeta$ or fewer. For ranges of five or six decades with the best $R$, Becke still has the smallest worst error. This is a ranking for single normalized Gaussians. In a molecule, the occupied orbitals weight the exponents unequally, and the division of space between atoms and the angular grid add errors that this test does not contain.

## Table of computed values

```
points per radial grid: 50
map scale R and innermost, outermost radius (bohr):
  Becke: R=1.0 rmin=9.492e-04 rmax=1053.48
  M4: R=1.0 rmin=3.185e-05 rmax=15.21
  MuraKnowles: R=5.0 rmin=5.000e-06 rmax=17.58
endpoint law, 400 points, zeta=100 bohr^-2: summed E, law E
  Becke: -1.8302e-13  -1.8303e-13
  M4: -8.7389e-21  -8.7389e-21
  MuraKnowles: -6.0158e-27  -6.0158e-27
Becke, 50 points, zeta=10 bohr^-2: E=-1.3639e-09 law=-1.3676e-09
signed relative error E at the stated R (zeta in bohr^-2):
  zeta      Becke       M4          MuraKnowles
  1e-2  +1.484e-06  -2.122e-04  -9.345e-05
  1e-1  -1.048e-09  -2.410e-13  -1.794e-10
  1e+0  -4.297e-11  -3.664e-15  -2.220e-16
  1e+1  -1.364e-09  -1.089e-13  +2.220e-16
  1e+2  -4.312e-08  -1.138e-10  -2.156e-12
  1e+3  -1.436e-06  -1.994e-06  +5.765e-08
  1e+4  +4.182e-04  +1.039e-05  +8.764e-05
  1e+5  -9.496e-02  +8.904e-03  +2.019e-03
worst |E|, its zeta (bohr^-2), and median |E| over 701 exponents:
  Becke: 9.496e-02 at 1.000e+05, median 5.49e-08
  M4: 1.139e-02 at 6.761e+04, median 1.29e-09
  MuraKnowles: 6.491e-03 at 8.128e+04, median 3.21e-10
worst |E| before -> after changing R:
  (diffuse: zeta 0.01 to 0.02; tight: 5e4 to 1e5 bohr^-2)
  Becke R*0.5: diffuse 4.59e-06->1.67e-04, tight 9.50e-02->1.45e-02
  M4 R*2.0: diffuse 7.52e-04->1.54e-08, tight 1.14e-02->5.64e-02
  MuraKnowles R*2.0: diffuse 1.83e-03->3.56e-07, tight 6.49e-03->3.74e-02
best R (bohr), worst |E| there, |E| at zeta=0.01 and 1e5 bohr^-2:
  Becke: R=0.288 worst=1.016e-03 ends=6.70e-04, 6.57e-04
  M4: R=1.012 worst=1.139e-02 ends=7.61e-05, 1.09e-02
  MuraKnowles: R=4.666 worst=6.491e-03 ends=4.93e-03, 6.00e-03
decades of zeta with |E| below 1e-3, 1e-6, 1e-9 (any R):
  Becke: 6.97, 4.68, 1.85
  M4: 6.25, 4.50, 3.41
  MuraKnowles: 6.26, 4.69, 3.62
```
